# Induced vacuum charge of a one-dimensional Dirac square well

## Problem

An electron moves in one dimension in the potential $V(x)=-V_0$ for $|x|<a$ and $V(x)=0$ outside, with $V_0>0$. Units are $\hbar=c=1$, so energies are measured in $mc^2$ and lengths in $\hbar/(mc)$ when $m=1$. There is one two-component electron field, with Hamiltonian

$$H=\sigma_2 p+\sigma_3 m+V(x),\qquad p=-i\,d/dx .$$

The potential is external: interactions between electrons, and the field made by the induced charge itself, are left out.

The vacuum is defined here as the state in which every level with $E<-m$ is filled and every other level, including those in the gap $-m<E<m$, is empty. Its induced electron number is

$$N=\tfrac12\big[\#(E<-m)-\#(E>-m)\big]_{V}-\tfrac12\big[\ldots\big]_{V=0},$$

and its charge is $-eN$. At $V=0$ the threshold state exactly at $E=-m$ is counted with the filled levels, because an arbitrarily weak well moves it below $-m$. Both counts are infinite and need a cutoff. The cutoff must respect a simple requirement: a constant potential throughout space, too weak to move a band edge past the Fermi level $-m$, changes no wave function and no occupation, and so must induce no charge.

1. Find the phase shifts and the gap levels.
2. Express $N$ through them.
3. Find what happens to $N$ when a gap level reaches $E=-m$, and at which depths this occurs.
4. Evaluate $N$ for $a=1$ and $V_0=2.5,\ 3.5,\ 5.0$.

## First estimate by scaling

A particle confined to the well has momentum of order $1/a$, hence energy of order $\sqrt{m^2+1/a^2}-V_0$. Setting this equal to $-m$ gives

$$V_0\sim m+\sqrt{m^2+1/a^2}.$$

For $a=1$ this is $1+\sqrt2\approx2.41$. Below $V_0=2m$ no level should reach the lower continuum, however wide the well.

The number of such levels can be estimated from phase space. An electron state inside the well lies below $-m$ if $\sqrt{p^2+m^2}-V_0<-m$, that is, if $|p|<q_0$ with

$$q_0^2=(V_0-m)^2-m^2=V_0(V_0-2m).$$

The phase-space area is $2a\cdot2q_0$, and each state occupies $2\pi$, so

$$N_{\rm est}=\frac{2aq_0}{\pi}.$$

For the three depths, $q_0=\sqrt{1.25},\ \sqrt{5.25},\ \sqrt{15}$, and $N_{\rm est}\approx0.71,\ 1.46,\ 2.47$. This smooth count can be off by a number of order one. It cannot say whether the true $N$ is an integer or where it changes.

## Exact solution

### Phase shifts

With $\psi=(u,v)$, the two rows of $H\psi=E\psi$ are $(m+V)u-v'=Eu$ and $u'+(V-m)v=Ev$, or

$$u'=(E-V+m)v,\qquad v'=-(E-V-m)u .$$

Define $W=E+V_0$, $q^2=W^2-m^2$ and, for $|E|>m$, $k=\sqrt{E^2-m^2}$. Solutions have $u$ even or odd.

For even $u$, the solution is $u\propto\cos qx$, $v=u'/(W+m)\propto-q\sin qx/(W+m)$ inside. For $x>a$ it is $u\propto\cos(kx+\delta_e)$, $v\propto-k\sin(kx+\delta_e)/(E+m)$. Both components are continuous, so $v/u$ is too:

$$\tan(ka+\delta_e)=\gamma\tan qa,\qquad \gamma=\frac{q(E+m)}{k(W+m)} .$$

For odd $u$, sines replace cosines in $u$, and $v$ contains $+q\cos qx/(W+m)$ inside and $+k\cos(kx+\delta_o)/(E+m)$ outside. Continuity of $u/v$ gives

$$\tan(ka+\delta_o)=\gamma^{-1}\tan qa .$$

Let $\delta=\delta_e+\delta_o$. The addition formula for tangents yields

$$\tan(2ka+\delta)=\frac{(\gamma+\gamma^{-1})\tan qa}{1-\tan^2qa}=\tfrac12(\gamma+\gamma^{-1})\tan2qa .$$

Since $q/(W+m)=(W-m)/q$ and $k/(E+m)=(E-m)/k$,

$$\gamma+\gamma^{-1}=\frac{(W-m)(E+m)+(W+m)(E-m)}{kq}=\frac{2(EW-m^2)}{kq}.$$

Thus $2ka+\delta$ is the polar angle of the vector

$$X=\cos2qa,\qquad Y=\frac{EW-m^2}{k}\,\frac{\sin2qa}{q}.$$

The tangent alone leaves multiples of $\pi$ open. They are fixed by continuity from $V_0=0$, where $q=k$, $EW-m^2=k^2$, and the vector is $(\cos2ka,\sin2ka)$, so that $\delta=0$. Continuity never fails at $k>0$, because the vector never vanishes. For real $q$,

$$(EW-m^2)^2-k^2q^2=m^2(E-W)^2=m^2V_0^2,$$

so $X^2+Y^2=1+m^2V_0^2\sin^2(2qa)/(kq)^2\ge1$. For imaginary or zero $q$, $X\ge1$.

The same identity shows that $(EW-m^2)/(kq)\to1$ at large $k$. The angle then tends to $2qa$. In the upper continuum $q\to k+V_0$; in the lower one $|W|=|E|-V_0$ and $q\to k-V_0$. Hence

$$\delta_+(\infty)=2aV_0,\qquad \delta_-(\infty)=-2aV_0,$$

where the subscripts label the upper and lower continuum.

### Gap levels

For $|E|<m$ put $\kappa=\sqrt{m^2-E^2}$. At $x>a$, $u\propto e^{-\kappa x}$ and $v=-\kappa u/(E+m)$. Matching gives

$$\text{even: } q(E+m)\sin qa-\kappa(W+m)\cos qa=0,$$
$$\text{odd: } q(E+m)\cos qa+\kappa(W+m)\sin qa=0.$$

Multiply the two left sides and divide by $q(E+m)(W+m)$. With $q^2/(W+m)=W-m$ and $\kappa^2/(E+m)=m-E$, the product is

$$\frac{\sin2qa}{2q}\big[(W-m)(E+m)+(W+m)(E-m)\big]-\kappa\cos2qa=0,$$

and the bracket is again $2(EW-m^2)$. All gap levels therefore obey

$$\kappa\cos2qa=(EW-m^2)\frac{\sin2qa}{q}.$$

### Counting continuum states

Place the system on a ring of length $L$. Periodicity requires $v(L/2)=0$ for even $u$ and $u(L/2)=0$ for odd $u$. In both cases

$$kL/2+\delta_j(k)=n\pi,\qquad j=e,o .$$

Count the solutions with $0<k<K$, averaging over $K$ to smooth the steps. The threshold needs care. As $k\to0$, $E+m$ tends to $2m$ in the upper continuum and behaves as $-k^2/(2m)$ in the lower one. The matching conditions then show that, away from coincidences, one parity has $\delta_j(0)/\pi$ integer and the other has it half-odd.

- In the integer channel, $n=\delta_j(0)/\pi$ would mean $k=0$ and a vanishing wave function, so $n$ starts one higher. The average count is $KL/2\pi+[\delta_j(K)-\delta_j(0)]/\pi-\tfrac12$.
- In the half-odd channel the first allowed $n$ is $\delta_j(0)/\pi+\tfrac12$. The average count is $KL/2\pi+[\delta_j(K)-\delta_j(0)]/\pi$.

Without the well, each continuum has one genuine state at $k=0$: constant $u$ with $v=0$ at $E=m$, and constant $v$ with $u=0$ at $E=-m$. The free average counts are $KL/2\pi+\tfrac12$ and $KL/2\pi-\tfrac12$, with sum $KL/\pi$. Subtracting this and letting $K\to\infty$,

$$\Delta N_\pm=\frac{\delta_\pm(\infty)-\delta_\pm(0)}{\pi}-\frac12=\frac{\pm2aV_0-\delta_\pm(0)}{\pi}-\frac12 .$$

Now follow the levels as the well is deepened. Through the top of a large energy window, $2aV_0/\pi$ levels enter on average; the same number leaves through the bottom. The total number inside is unchanged:

$$\Delta N_++\Delta N_-+N_b=0,$$

where $N_b$ is the number of gap levels. Inserting the phases gives a relation between the thresholds,

$$\delta_+(0)+\delta_-(0)=\pi(N_b-1).$$

### The cutoff and the vacuum charge

With the window fixed in total energy, $|E|<\Lambda$, the definition of $N$ gives

$$N_\Lambda=\tfrac12(\Delta N_--\Delta N_+-N_b)=\Delta N_- ,$$

the last step following from the conservation of levels. This cutoff violates the requirement in the problem: a constant potential moves levels through the window's edges and produces a spurious charge. The cure is to limit the kinetic energy $E-V$.

Inside the well the window then becomes $-\Lambda-V_0<E<\Lambda-V_0$. At high energy there are two directions of motion, each with $1/(2\pi)$ states per unit length and energy, together $1/\pi$. Over the width $2a$, the filled sea gains $2aV_0/\pi$ states and the upper continuum loses as many. Half the difference changes by $2aV_0/\pi$, so

$$N=\tfrac12(\Delta N_--\Delta N_+-N_b)+\frac{2aV_0}{\pi}.$$

The two continuum terms contribute $-2aV_0/\pi$, which cancels the last term, and the two halves cancel each other. What remains is

$$N=\frac12\left[\frac{\delta_+(0)-\delta_-(0)}{\pi}-N_b\right].$$

Eliminating $\delta_+(0)$ with the threshold relation gives the equivalent form

$$N=-\frac{\delta_-(0)}{\pi}-\frac12 .$$

### The jump

Let $k\to0$ in the lower continuum. Then $E\to-m$, $W\to V_0-m$, $q\to q_0$, and $EW-m^2\to-mV_0$, so

$$X\to\cos2q_0a,\qquad Y\to-\frac{mV_0}{k}\,\frac{\sin2q_0a}{q_0}.$$

For $0<V_0<2m$, $q_0$ is imaginary and $\sin(2q_0a)/q_0$ is positive. The vector has $X>0$ and $Y\to-\infty$, so $\delta_-(0)=-\pi/2$ and $N=0$.

Now increase $V_0$ beyond $2m$ at a small fixed $k$. The vector points almost along the negative $Y$ axis until $2q_0a$ reaches $\pi$. There $Y$ changes from negative to positive while $X\approx-1$: the vector turns clockwise through the negative $X$ axis, and its angle goes from $-\pi/2$ to $-3\pi/2$. At $2q_0a=2\pi$, $Y$ changes from positive to negative while $X\approx1$, again a clockwise half-turn. The pattern repeats, so each zero of $\sin2q_0a$ lowers $\delta_-(0)$ by $\pi$ and raises $N$ by one:

$$N=\left\lfloor\frac{2aq_0}{\pi}\right\rfloor\qquad(V_0>2m).$$

The critical depths follow from $V_n(V_n-2m)=(n\pi/2a)^2$. Adding $m^2$ completes the square, and the root above $2m$ is

$$V_n=m+\sqrt{m^2+\left(\frac{n\pi}{2a}\right)^2},\qquad n=1,2,\ldots$$

These are also the depths at which a gap level reaches $-m$. At $E=-m$ we have $\kappa=0$, and the level equation reduces to $\sin(2q_0a)/q_0=0$. The direction of motion follows from $dE/dV_0=-P_{\rm in}<0$, where $P_{\rm in}$ is the probability inside the well: first-order perturbation theory applied to a small increase of depth. Levels move down, so one leaves the gap at each $V_n$.

At the upper edge $E=m$, the same equation requires $\sin2q_+a=0$ with $q_+^2=V_0(V_0+2m)$. Besides the level present from $V_0=0^+$, new levels enter there at depths $V_n-2m$. Thus $N_b$ need not fall steadily with depth, although $N$ rises at every $V_n$.

### How the first level arrives

Near $V_1$ the even condition can be written as $q\tan qa/(W+m)=\kappa/(E+m)$. Its right side equals $(m-E)/\kappa\approx2m/\kappa$. Put $qa=\pi/2-\varepsilon$, so $\tan qa\approx1/\varepsilon$, and use $W+m\approx V_1$:

$$\kappa\approx\frac{2mV_1\varepsilon}{q_0}.$$

Since $E+m$ is of second order in $\kappa$, it can be dropped in $\varepsilon$. From $dq_0/dV_0=(V_0-m)/q_0$, $\varepsilon\approx a(V_1-m)(V_1-V_0)/q_0$. With $q_0^2=V_1(V_1-2m)$ at threshold,

$$\kappa\approx2ma\,\frac{V_1-m}{V_1-2m}(V_1-V_0),\qquad E+m\approx\frac{\kappa^2}{2m}.$$

The level meets the continuum tangentially. Its tail length $1/\kappa$ diverges, so $P_{\rm in}$ and with it the slope $dE/dV_0$ vanish. The total number $N$ jumps sharply, but this does not imply that a whole unit of charge appears inside the well at that depth.

## Numbers and comparison

For $a=1$, the first three critical depths are $2.862$, $4.297$ and $5.817$. The first corresponds to $1.46$ MeV for a well of full width $0.772$ pm. The confinement estimate $2.41$ is about 16% below the exact $V_1$; it took $1/a$ for the momentum, whereas the exact threshold has $q_0=\pi/(2a)$.

The phases and levels give:

| $V_0$ | $\delta_+(0)/\pi$ | $\delta_-(0)/\pi$ | $N_b$ | $N_{\rm est}$ | $N$ |
|---|---|---|---|---|---|
| 2.5 | 2.5 | −0.5 | 3 | 0.71 | 0 |
| 3.5 | 2.5 | −1.5 | 2 | 1.46 | 1 |
| 5.0 | 3.5 | −2.5 | 2 | 2.47 | 2 |

For the middle row, for example,

$$N=\tfrac12(2.5+1.5-2)=1.$$

The phase-space estimate is thus the argument of the exact integer part. It has the right growth, but rounding it to the nearest integer would give 1 instead of 0 at $V_0=2.5$. A level enters when a full half-wave fits into the well, not when the smooth count passes one half.

$N_b$ is two at both $3.5$ and $5.0$, but not throughout the interval between them: one level enters from above at $V_3-2m\approx3.82$, which makes three, and one leaves at $V_2\approx4.30$.

The cutoff matters at order one. At $V_0=3.5$ the fixed-energy window gives $N_\Lambda=-1.228$; adding $2aV_0/\pi=2.228$ restores $N=1$. Diagonalization on a finite ring with a smooth kinetic cutoff at $20\,mc^2$ gives $0.9997$ there, and $1.998$ at $V_0=5.0$. The shortfall from the integers comes from the finite cutoff: the values are $0.997$ and $1.98$ with the cutoff at $10\,mc^2$, and $0.9999$ and $1.9996$ at $30\,mc^2$. This tests the high-energy counting argument for the sharp-edged well. The numerical output also lists the separate continuum changes, which agree with the phases to about $0.01$ state.

Across $V_1$, at distances of $0.001$ on either side, $N$ changes from 0 to 1 and $N_b$ from 3 to 2. Just below, the solved level lies $9.17\times10^{-6}$ above $-m$; the leading formula gives $9.33\times10^{-6}$, about 2% more.

Two limits show how the result depends on the width. For $ma\gg1$, expansion of the root gives $V_1-2m\approx\pi^2/(8ma^2)$, the nonrelativistic confinement energy. For a narrow well with $g=2aV_0$ held fixed as $a\to0$, $2aq_0\to g$ and $N=\lfloor g/\pi\rfloor$ away from the steps. In that limit $q\approx W\approx V_0$, and the level equation becomes $\kappa\cos g=E\sin g$. For $0<g<\pi$ its solution is

$$E=m\cos g,\qquad\kappa=m\sin g,$$

so a single level crosses the whole gap before the first jump.

## What the jump means

The new vacuum contains one more electron because the level that entered the lower continuum is filled by definition. If the well is deepened slowly while that level is empty, total charge is conserved. The resulting state has a hole in the lower continuum: a charged vacuum of charge $-e$ together with a positron of charge $+e$.

The place of the jump also depends on the filling rule. If the Fermi level were put at $E=0$, $N$ would change when a level crossed zero. The integer formula holds away from $V_0=V_n$; there a threshold state exists at $E=-m$ and the generic count of halves used above does not apply. At the depths where a level enters at $E=m$, the count of halves fails only for the upper continuum, so the threshold relation and the form of $N$ containing $\delta_+(0)$ and $N_b$ do not apply. Conservation of levels still gives $N=\Delta N_-+2aV_0/\pi=-\delta_-(0)/\pi-\tfrac12$, which involves the lower continuum alone, so the integer formula remains valid there unless the depth is also one of the $V_n$.

## Numbers as computed

```
half-width a = 1.0 hbar/(mc)
critical depth V_1 = 2.8621 mc^2
critical depth V_2 = 4.2969 mc^2
critical depth V_3 = 5.8173 mc^2
depth V0 = 2.5 mc^2
  gap levels = -0.7843 0.1644 0.9655 mc^2
  number of gap levels N_b = 3
  delta_plus(0)/pi = 2.500
  delta_minus(0)/pi = -0.500
  2 a V0/pi = 1.5915 (number)
  lower change, phases = -1.5915 states
  lower change, ring = -1.5964 states
  upper change, phases = -1.4085 states
  upper change, ring = -1.4058 states
  N with energy cutoff, phases = -1.5915 electrons
  N with kinetic cutoff, ring = -0.0000 electrons
  N from phases and levels = -0.000 electrons
depth V0 = 3.5 mc^2
  gap levels = -0.5472 0.4462 mc^2
  number of gap levels N_b = 2
  delta_plus(0)/pi = 2.500
  delta_minus(0)/pi = -1.500
  2 a V0/pi = 2.2282 (number)
  lower change, phases = -1.2282 states
  lower change, ring = -1.2357 states
  upper change, phases = -0.7718 states
  upper change, ring = -0.7686 states
  N with energy cutoff, phases = -1.2282 electrons
  N with kinetic cutoff, ring = 0.9997 electrons
  N from phases and levels = 1.000 electrons
depth V0 = 5.0 mc^2
  gap levels = -0.5684 0.4457 mc^2
  number of gap levels N_b = 2
  delta_plus(0)/pi = 3.500
  delta_minus(0)/pi = -2.500
  2 a V0/pi = 3.1831 (number)
  lower change, phases = -1.1831 states
  lower change, ring = -1.1953 states
  upper change, phases = -0.8169 states
  upper change, ring = -0.8133 states
  N with energy cutoff, phases = -1.1831 electrons
  N with kinetic cutoff, ring = 1.9983 electrons
  N from phases and levels = 2.000 electrons
distance from V_1 on each side = 0.001 mc^2
N below V_1 = 0.000 electrons
N above V_1 = 1.000 electrons
N_b below, above V_1 = 3, 2
E + m below V_1, solved = 9.1699e-06 mc^2
E + m below V_1, formula = 9.3309e-06 mc^2
V_1 converted = 1.4625 MeV
full width 2a converted = 0.7723 pm
```
